\section*{Unit Trace of the Depolarization Tensor for a Body of Any Shape}

\section{Three fields with a fixed sum}

A cuboid with edges 40, 30 and 20 nm along $x$, $y$ and $z$ carries a uniform polarization of $26\ \mu\mathrm{C/cm^2}$. With no charge to compensate it, the mean opposing field is 67.7 MV/cm if the polarization points along $x$, 91.0 MV/cm along $y$ and 134.9 MV/cm along $z$. Each value depends on the proportions of the cuboid. Their sum, 293.6 MV/cm, equals $P/\varepsilon_0$ and contains no length at all. The reason is a property of the solid angle, and it holds for bodies with no symmetry.

\section{Setting and conventions}

A body $\Omega$ of finite volume $V$ is bounded by finitely many smooth faces with outward unit normal $\mathbf n$. It may be nonconvex, have holes, or consist of several pieces. It stands in vacuum, carries a uniform \emph{total} polarization $\mathbf P$, and has no free charge in or near it. The depolarization tensor is defined by
\begin{equation}
E_i(\mathbf r)=-\frac{1}{\varepsilon_0}\sum_j N_{ij}(\mathbf r)P_j,\qquad
\langle N_{ij}\rangle=\frac1V\int_\Omega N_{ij}\,dV .
\label{def}
\end{equation}
Here $\mathbf E$ is the macroscopic field, and $N$ is dimensionless. In Gaussian units, with $\mathbf E=-N\mathbf P$, every element is larger by a factor of $4\pi$. The claim is $\operatorname{Tr}\langle N\rangle=1$.

\section{From dipoles to surface charge}

Let $\mathbf R=\mathbf r'-\mathbf r$ and $R=|\mathbf R|$. The potential of the dipoles $\mathbf P\,dV'$ is
\begin{equation}
\phi(\mathbf r)=-\frac{1}{4\pi\varepsilon_0}\int_\Omega\frac{\mathbf P\cdot\mathbf R}{R^3}\,dV'
=\frac{1}{4\pi\varepsilon_0}\int_\Omega\nabla'\cdot\frac{\mathbf P}{R}\,dV',
\end{equation}
because $\nabla'(1/R)=-\mathbf R/R^3$ and $\mathbf P$ is constant. The divergence theorem then gives
\begin{equation}
\phi(\mathbf r)=\frac{1}{4\pi\varepsilon_0}\oint\frac{\mathbf P\cdot\mathbf n'}{R}\,dS' .
\label{phi}
\end{equation}
If $\mathbf r$ lies inside, a ball of radius $\delta$ around it is first removed. The dipoles in the ball contribute at most $(P/4\pi\varepsilon_0)\int_0^\delta 4\pi R^2\,dR/R^2=P\delta/\varepsilon_0$, which vanishes with $\delta$. The extra surface term on the ball is proportional to $\oint\mathbf P\cdot\mathbf n'\,dS'/\delta=0$. Equation \eqref{phi} therefore holds inside and outside.

For $\mathbf r$ off the surface the integrand is smooth and may be differentiated. Since $\partial_i(1/R)=(r'_i-r_i)/R^3$, the field $E_i=-\partial_i\phi$ compared with \eqref{def} gives
\begin{equation}
N_{ij}(\mathbf r)=\frac{1}{4\pi}\oint\frac{(r'_i-r_i)\,n'_j}{R^3}\,dS' .
\label{N}
\end{equation}

\section{The trace is a solid angle}

Setting $i=j$ and summing,
\begin{equation}
\operatorname{Tr}N(\mathbf r)=\frac1{4\pi}\oint\frac{\mathbf R\cdot\mathbf n'}{R^3}\,dS' .
\label{solid}
\end{equation}
The integrand is the signed solid angle that $dS'$ subtends at $\mathbf r$. Away from $R=0$,
\begin{equation}
\nabla'\cdot\frac{\mathbf R}{R^3}=\frac{3}{R^3}-\frac{3\,\mathbf R\cdot\mathbf R}{R^5}=0 .
\end{equation}
For an exterior point the divergence theorem gives zero at once. For an interior point, remove a ball of radius $\delta$. On its surface the normal pointing out of the remaining region is $-\mathbf R/\delta$, so
\begin{equation}
0=\oint\frac{\mathbf R\cdot\mathbf n'}{R^3}\,dS'-\frac{1}{\delta^2}\,4\pi\delta^2 ,
\end{equation}
and the first integral equals $4\pi$. Hence
\begin{equation}
\operatorname{Tr}N(\mathbf r)=
\begin{cases}1,&\mathbf r\ \text{inside},\\0,&\mathbf r\ \text{outside}.\end{cases}
\label{local}
\end{equation}
If the surface is folded, a ray from an interior point may leave and re-enter the body. The signs of $\mathbf R\cdot\mathbf n'$ then alternate, and each ray still counts once in total.

To average, each element must be integrable. Since $|r'_i-r_i|\le R$ and $|n'_j|\le1$, equation \eqref{N} gives $|N_{ij}|\le(1/4\pi)\oint dS'/R^2$. A flat face at distance $d$, enclosed in a disc of radius $L$ about the foot of the perpendicular, contributes at most
\begin{equation}
\frac1{4\pi}\int_0^L\frac{2\pi\rho\,d\rho}{\rho^2+d^2}=\frac14\ln\!\left(1+\frac{L^2}{d^2}\right).
\end{equation}
A smooth curved face gives the same logarithm up to constants. A logarithm of distance is integrable, so edges and corners do no harm. The average of the sum is the sum of the averages:
\begin{equation}
\operatorname{Tr}\langle N\rangle=\frac1V\int_\Omega\operatorname{Tr}N\,dV=1 .
\label{result}
\end{equation}

\section{What shape does control}

Equation \eqref{local} fixes the trace at each point, not the separate elements. In a cuboid, $n'_z$ vanishes except on the two $z$ faces, so $N_{zz}(\mathbf r)$ is the fraction of the full solid angle that these faces fill. At the centre, with half edges $a,b,c$, a quarter of one face subtends
\begin{equation}
\int_0^b\!\!\int_0^a\frac{c\,dx\,dy}{(x^2+y^2+c^2)^{3/2}}
=\int_0^b\frac{ac\,dy}{(y^2+c^2)\sqrt{a^2+y^2+c^2}}
=\arctan\frac{ab}{c\,Q},
\end{equation}
where $Q=\sqrt{a^2+b^2+c^2}$. To confirm the last step, differentiate the arctangent with respect to $b$. Its argument has derivative $a(a^2+c^2)/(cQ^3)$, and one plus its square is $(a^2+c^2)(b^2+c^2)/(c^2Q^2)$. The quotient is $ac/[(b^2+c^2)Q]$, as required, and both sides vanish at $b=0$.

There are eight such quarters on the two faces, so $N_{zz}=(2/\pi)\arctan[ab/(cQ)]$. For half edges of 20, 15 and 10 nm this is $(2/\pi)\arctan(1.114)=0.534$. Permuting the edges gives $N_{xx}=0.173$ and $N_{yy}=0.293$.

At a point 1 nm inside three faces that meet in a corner, the same solid angles give 0.310, 0.327 and 0.363. The spread is smaller, for the following reason. Let the point approach the corner at equal distances from the three faces. These near faces then fill 7/8 of all directions, in three equal shares of 7/24. The remaining octant is divided among the far faces in the same proportions as at the centre. The limits are therefore $7/24+N_{\rm centre}/8$, or 0.313, 0.328 and 0.358. The values at 1 nm are already close to them.

\section{The averaged tensor}

Write \eqref{N} as $N_{ij}=\partial_i\psi_j$ with $\psi_j=(1/4\pi)\oint n'_j\,dS'/R$. The function $\psi_j$ is continuous up to the surface, so the gradient theorem gives
\begin{equation}
\langle N_{ij}\rangle=\frac1V\oint n_i\psi_j\,dS
=\frac{1}{4\pi V}\oint\!\oint\frac{n_i\,n'_j}{|\mathbf r-\mathbf r'|}\,dS\,dS' .
\label{double}
\end{equation}
Exchanging the two integration points shows that $\langle N\rangle$ is symmetric. It therefore has three perpendicular principal axes, even for a lopsided body.

The signs of its eigenvalues follow from the field energy. Let $\mathbf D=\varepsilon_0\mathbf E+\mathbf P$, with $\mathbf P=0$ outside. Without free charge $\nabla\cdot\mathbf D=0$, so $\mathbf E\cdot\mathbf D=-\nabla\cdot(\phi\mathbf D)$. Integrated over all space this leaves a distant surface term. There $\phi$ falls at least as $r^{-2}$ and $D$ as $r^{-3}$, while the area grows as $r^2$, so the term vanishes. Hence
\begin{equation}
\varepsilon_0\int E^2\,dV=-\int_\Omega\mathbf P\cdot\mathbf E\,dV
=\frac{V}{\varepsilon_0}\,\mathbf P\cdot\langle N\rangle\mathbf P\ \ge 0 .
\label{energy}
\end{equation}
No eigenvalue is negative. As they sum to one, none exceeds one and the largest is at least $1/3$. No shape can remove the depolarization field for all three directions of $\mathbf P$: what is gained along one axis is paid for along the others.

Four cases show the range.
\begin{itemize}
\item In a cube or a sphere the three axes are equivalent, so each averaged factor is $1/3$.
\item In a wide thin plate, the two large faces fill nearly the whole solid angle at points far from the rim. The normal factor tends to 1 and the others to 0.
\item In a long rod of square or circular section, the ends fill a vanishing solid angle at most points. The axial factor tends to 0, and the two equal transverse factors tend to $1/2$.
\item Take a tetrahedron with corners $(0,0,0)$, $(1.3,0,0.1)$, $(0.2,1.1,0)$ and $(0.4,0.3,1)$. Push in the face opposite the last corner, replacing it by three triangles that meet at $(0.45,0.35,0.35)$. Numerical integration of \eqref{double} gives eigenvalues 0.257, 0.319 and 0.424, with sum 1.000. The body is nonconvex and irregular, and the sum is unaffected.
\end{itemize}

\section{The cuboid in numbers}

For full edges $L_x,L_y,L_z$, only the two $z$ faces enter $\langle N_{zz}\rangle$. Each face paired with itself contributes with a plus sign, and the two cross pairs with a minus sign:
\begin{align}
\langle N_{zz}\rangle&=\frac{F(0)-F(L_z)}{2\pi V},\\
F(h)&=4\int_0^{L_x}\!\!\int_0^{L_y}\frac{(L_x-u)(L_y-v)}{\sqrt{u^2+v^2+h^2}}\,dv\,du .
\end{align}
Here $u$ and $v$ are the separations of two face points along $x$ and $y$. The weight $2(L_x-u)$ counts the pairs with separation $u$, and likewise for $v$. Numerical quadrature, with the edges permuted for the other axes, gives
\begin{equation}
\langle N_{xx}\rangle=0.2307,\quad \langle N_{yy}\rangle=0.3100,\quad \langle N_{zz}\rangle=0.4593,
\end{equation}
which add to 1.0000. The shortest edge has the largest factor, but the average 0.459 lies below the central value 0.534, because the $z$ faces fill less of the view from points near the sides.

With $P=0.26\ \mathrm{C/m^2}$,
\begin{equation}
\frac{P}{\varepsilon_0}=\frac{0.26}{8.854\times10^{-12}}\ \mathrm{V/m}=2.936\times10^{10}\ \mathrm{V/m}=293.6\ \mathrm{MV/cm}.
\end{equation}
Multiplying by the three factors gives the opening fields. For $\mathbf P$ along $z$, the energy density follows from \eqref{energy}:
\begin{equation}
\frac{\varepsilon_0}{2V}\int E^2\,dV=\frac{\langle N_{zz}\rangle P^2}{2\varepsilon_0}
=1.75\times10^{9}\ \mathrm{J/m^3}.
\end{equation}
The mean of $E_z$ times $L_z$ is, apart from sign, the potential difference between the $z$ faces averaged over their area. It is $1.349\times10^{10}\ \mathrm{V/m}\times20\ \mathrm{nm}=270$ V. Such a voltage across 20 nm shows that fixed, uncompensated polarization is a reference state here, not one a real particle can hold.

\section{When only part of the polarization is counted}

Ferroelectric models often separate a spontaneous part $\mathbf P_s$ from a linear background response with relative permittivity $\varepsilon_b$:
\begin{equation}
\mathbf P=\mathbf P_s+\varepsilon_0(\varepsilon_b-1)\mathbf E .
\end{equation}
Consider a sphere of radius $a$ with $\mathbf P$ along $z$. The potential $Pz/(3\varepsilon_0)$ inside and $Pa^3\cos\theta/(3\varepsilon_0r^2)$ outside is continuous at $r=a$. The radial field jumps there by $(2/3+1/3)P\cos\theta/\varepsilon_0$, which is the surface charge over $\varepsilon_0$. The interior field is thus uniform, with $N=1/3$. Inserting the split into $E=-NP/\varepsilon_0$ and collecting $E$,
\begin{equation}
E=-N_{\rm eff}\frac{P_s}{\varepsilon_0},\qquad
N_{\rm eff}=\frac{N}{1+N(\varepsilon_b-1)} .
\label{eff}
\end{equation}
The sphere's trace referred to $\mathbf P_s$ is $3N_{\rm eff}=3/(\varepsilon_b+2)$. For $\varepsilon_b=7$ it is $1/3$, not 1. The theorem has not failed: the total polarization has dropped to $P_s/3$, and referred to that the trace is again 1.

\section{Beside a real particle}

The chosen polarization is a rough room-temperature value for bulk barium titanate; small particles may have less. A real particle can also violate the assumption that no compensating charge is present. The estimates below take $\mathbf P_s$ along $z$, with bulk value $P_0=26\ \mu\mathrm{C/cm^2}$, and rough inputs throughout.

With $\varepsilon_b=7$, using the cuboid's mean factor in \eqref{eff} neglects the nonuniformity of its field, an error of a few per cent. It gives $N_{\rm eff}=0.4593/3.756=0.122$, a field of 36 MV/cm and a voltage of 72 V. Now let surface charge compensate all but a fraction $s$ of $\mathbf P_s\cdot\mathbf n$, which multiplies both by $s$. At fixed $P_s=P_0$, the mean field reaches an assumed breakdown value of 3 MV/cm at $s=8.4\%$. The face-averaged voltage matches a 3.2 eV band gap at $s=4.5\%$. The voltage between the face centres is about 8\% above the average and reaches the gap slightly earlier, a little above $s=4\%$; beyond that, electrons could lower their energy by passing from the valence band at one face to the conduction band at the other.

The polarization itself gives way sooner. As a simple stand-in for the material, although barium titanate has a first-order transition, take the quartic Landau equation of state
\begin{equation}
\varepsilon_0E=\frac{P_s}{2\chi}\left(\frac{P_s^2}{P_0^2}-1\right).
\end{equation}
Its slope at $P_s=P_0$ is $1/\chi$, so $\chi$ is the bulk susceptibility of the spontaneous part. Setting $\varepsilon_0E=-sN_{\rm eff}P_s$ and dividing by $P_s\neq0$,
\begin{equation}
\frac{P_s}{P_0}=\sqrt{1-2\chi sN_{\rm eff}} .
\end{equation}
For $\chi=160$ the uniform state disappears at $s=1/(2\chi N_{\rm eff})=2.6\%$. At half that fraction $P_s/P_0=0.707$. This refers to polarization along $z$, the axis with the largest factor. Under the same screening, a uniform state along the long edge has a smaller $N_{\rm eff}$, costs less energy and lasts to a larger $s$.

With $x=2\chi sN_{\rm eff}$, the residual field is $(P_0/2\chi\varepsilon_0)\,x\sqrt{1-x}$. Its derivative vanishes at $x=2/3$, where it reaches $0.385\times293.6/320=0.35$ MV/cm. In this model a uniformly polarized particle therefore never sustains more than about 0.35 MV/cm, some 400 times less than the unscreened 135 MV/cm. The values 2.6\% and 0.35 MV/cm belong to the quartic form. Landau expansions fitted to barium titanate, which keep higher powers and the first-order transition, lose the uniform state three to five times earlier, near $s=0.6$ to $0.8\%$ depending on the fit, and limit the field to roughly 0.15 to 0.2 MV/cm. Warming by 50 K from room temperature lowers the bulk polarization by about 5 to 9\% in several common expansions, though the figure depends on the fit and can approach 20\%. The susceptibility rises as the transition comes nearer, however, and the threshold in $s$ falls by about half.

A particle may also divide into domains. Then $\mathbf P$ is no longer uniform, and one tensor multiplying one vector no longer describes the field. Compensating charge adds a field of its own. The tensor of the bare body describes that field if the charge is proportional to $\mathbf P_s\cdot\mathbf n$ over the whole surface, as assumed above, but not in general. Neither changes the geometric statement \eqref{result}; they limit where it may be used to find the field.

Numbers in the example were calculated in double precision.
